\section*{Imperfect Electrode Screening Lowers the Continuous Transition Temperature of Ferroelectric Films}

\section{Definitions and conventions}

A ferroelectric film fills $0<z<d$ between two metal electrodes, which are joined by a wire. Its polar axis is $z$. The algebra is in atomic units, in which the displacement is
\begin{equation}
D=\epsilon_b E+4\pi P .
\end{equation}
Here $P$ is the polarisation of the soft mode, and $\epsilon_b$ is the background permittivity from everything else that responds in the film. Within mean-field Landau theory the equation of state is
\begin{equation}
A(T-T_0)P+BP^3=E,\qquad A>0,\quad B>0, \label{state}
\end{equation}
where $E$ is the field inside the film. The positive $B$ makes the transition continuous when $E=0$.

Above $T_0$ and for small fields, $P=E/[A(T-T_0)]$, so the permittivity of the film material is
\begin{equation}
\epsilon(T)=\epsilon_b+\frac{C}{T-T_0},\qquad C=\frac{4\pi}{A}. \label{curie}
\end{equation}
The Curie constant $C$ is a temperature.

The film is clamped in its plane by the substrate, and $T_0$ and $B$ are its coefficients at that fixed misfit strain. Initially the film is insulating, its surfaces do not favour or suppress $P$, and the electrodes have equal work functions. Electrode $i$ has Thomas--Fermi screening length $\lambda_i$ and bound-charge permittivity $\epsilon_i$.

\section{What one electrode does}

Let the left electrode occupy $z<0$ and have potential $\phi_L$ deep inside. For small potential changes its conduction charge density is $\rho=-\epsilon_1(\phi-\phi_L)/(4\pi\lambda_1^2)$. Poisson's equation, $\epsilon_1\phi''=-4\pi\rho$, then gives
\begin{equation}
\phi''=\frac{\phi-\phi_L}{\lambda_1^2},\qquad
\phi=\phi_L+a\,e^{z/\lambda_1}.
\end{equation}
The other exponential grows into the metal and is rejected. At the interface $D=-\epsilon_1\phi'(0)=-\epsilon_1a/\lambda_1$, so $a=-\lambda_1D/\epsilon_1$ and
\begin{equation}
\phi_L-\phi(0)=\frac{\lambda_1}{\epsilon_1}D .
\end{equation}
The right electrode gives $\phi(d)-\phi_R=\lambda_2D/\epsilon_2$ in the same way. Here $D$ is continuous at each interface because the screening charge is spread through the metal and no sheet charge is present.

Both drops have the sign of $D$, so they add. Define
\begin{equation}
\ell=\frac{\lambda_1}{\epsilon_1}+\frac{\lambda_2}{\epsilon_2}.
\end{equation}
The wire requires $\phi_L=\phi_R$. Summing the drops through electrode, film and electrode gives
\begin{equation}
Ed+\ell D=0. \label{short}
\end{equation}
In the limit $\lambda_i\to0$ this gives $E=0$: perfect screening leaves the transition at $T_0$.

\section{Simple case: a thick film}

In a thick film $E$ is small, and the background term may first be dropped from the displacement, so $D\simeq4\pi P$. Equation~\eqref{short} becomes
\begin{equation}
E\simeq-\frac{4\pi\ell}{d}P .
\end{equation}
The minus sign makes this a depolarising field. Substitution in \eqref{state} gives
\begin{equation}
\left[A(T-T_0)+\frac{4\pi\ell}{d}\right]P+BP^3=0 .
\end{equation}
The linear coefficient vanishes at
\begin{equation}
T_c\simeq T_0-\frac{4\pi\ell}{Ad}=T_0-\frac{C\ell}{d}. \label{simple}
\end{equation}
This is the inverse-thickness law. The voltage lost in the electrodes depends on the surface charge and hardly on $d$. The compensating voltage across the film is therefore spread over a distance $d$, which makes the opposing field inversely proportional to $d$.

\section{General thickness}

The background response is now restored. Equation~\eqref{short} reads
\begin{align}
Ed+\ell(\epsilon_bE+4\pi P)&=0,\\
E&=-\frac{4\pi\ell P}{d+\epsilon_b\ell}. \label{field}
\end{align}
The displacement follows from $D=-Ed/\ell$:
\begin{equation}
D=\frac{4\pi d\,P}{d+\epsilon_b\ell}. \label{disp}
\end{equation}
Putting \eqref{field} into \eqref{state} gives
\begin{equation}
A(T-T_c)P+BP^3=0,\qquad
\boxed{T_c=T_0-\frac{C\ell}{d+\epsilon_b\ell}} . \label{main}
\end{equation}

For $d\gg\epsilon_b\ell$ this returns to \eqref{simple}; the $1/d$ law is thus the leading term for thick films. The ratio of the full lowering to the simple one is $1/(1+\epsilon_b\ell/d)$. In the formal opposite limit $d\to0$ the lowering saturates at $C/\epsilon_b$, although a continuum film has lost its meaning by then.

The capacitor gives a second route to the same result. Above $T_c$, apply a small voltage $V$, so that $Ed+\ell D=V$ with $D=\epsilon E$. Then
\begin{equation}
\frac{D}{V}=\frac{1}{\ell+d/\epsilon(T)} .
\end{equation}
The response diverges when $\epsilon=-d/\ell$. By \eqref{curie} this means $C/(T-T_0)=-(d+\epsilon_b\ell)/\ell$, which is \eqref{main}. Between $T_c$ and $T_0$ the film material alone would be unstable, but the electrodes in series stabilise it.

This route also covers a linear, non-ferroelectric interface layer of thickness $t$ and permittivity $\epsilon_l$. Its voltage drop is $tD/\epsilon_l$, so it adds $t/\epsilon_l$ to $\ell$.

\section{Is the transition still continuous?}

A vanishing linear coefficient marks a loss of stability. To establish the order of the transition, the energy is needed, and $P$ should be allowed to vary with $z$.

In an electrode the field energy is
\begin{equation}
\int\frac{\epsilon_iE^2}{8\pi}\,dz=\frac{\lambda_iD^2}{16\pi\epsilon_i},
\end{equation}
because $E^2$ decays over $\lambda_i/2$. The energy cost of displacing the conduction charge is $\int\epsilon_i(\delta\phi)^2/(8\pi\lambda_i^2)\,dz$, where $\delta\phi$ is the potential relative to the metal's interior. Since $|\delta\phi|=\lambda_i|E|$, this is an equal amount. The two electrodes together store $\ell D^2/8\pi$ per unit area.

Without free charge in the film, $D$ is independent of $z$ even if $P$ is not, and $E=(D-4\pi P)/\epsilon_b$. Let $\bar P$ be the average of $P$ and $p=P-\bar P$. The short-circuit condition involves the average field, so \eqref{disp} holds with $P$ replaced by $\bar P$. The electrical energy per area is
\begin{align}
W&=\frac{1}{8\pi}\left[\int_0^d\epsilon_bE^2\,dz+\ell D^2\right]\nonumber\\
&=\frac{16\pi^2\bar P^2}{8\pi}\,
\frac{\epsilon_b\ell^2d+\ell d^2}{(d+\epsilon_b\ell)^2}
+\frac{2\pi}{\epsilon_b}\int_0^dp^2dz\nonumber\\
&=\frac{2\pi\ell d}{d+\epsilon_b\ell}\bar P^2
+\frac{2\pi}{\epsilon_b}\int_0^dp^2dz .
\end{align}
The cross term vanishes because $\int p\,dz=0$. Adding the Landau energy gives
\begin{align}
F={}&\frac{d}{2}A(T-T_c)\bar P^2+\frac B4\int_0^dP^4dz\nonumber\\
&+\frac12\left[A(T-T_0)+\frac{4\pi}{\epsilon_b}\right]\int_0^dp^2dz
+F_{\rm grad}.
\end{align}
The gradient energy $F_{\rm grad}$ is not negative, and the average of $P^4$ is at least $\bar P^4$. The bracket is positive for $T>T_0-C/\epsilon_b$, a range that includes $T_c$. There a variation across the film only adds energy, and the minimum has $p=0$. For $T\geq T_c$ it is $P=0$; below $T_c$,
\begin{equation}
P^2=\frac{A(T_c-T)}{B}. \label{growth}
\end{equation}
The polarisation grows from zero, so with linear screening the transition remains continuous. The electrodes change the quadratic coefficient and leave $B$ unchanged.

\section{Generalisation: modulation in the plane}

A film can reduce its depolarising field by forming stripes of alternating polarisation. Equation~\eqref{main} is the actual transition of this model only if the uniform state appears first. Take two equal electrodes, so $\ell=2\lambda/\epsilon_e$, and put the film at $|z|<d/2$. Let every quantity vary as $\cos kx$, and let $\epsilon_t$ be the film's permittivity along $x$. Gradients cost $g(\nabla P)^2/2$ per volume, with $g=AT_0\xi_0^2$; this defines the correlation amplitude $\xi_0$.

At $k=0$ the softest mode is uniform across the film and separate from all others. The first change of its stiffness, of order $k^2$, is therefore the change of energy evaluated with that uniform profile. Distortion of the profile enters at order $k^4$.

For uniform amplitude $P$, Gauss's law inside the film is
\begin{equation}
\epsilon_b\phi''=\epsilon_tk^2\phi,\qquad
\phi=a\sinh(qz),\qquad q^2=\epsilon_tk^2/\epsilon_b .
\end{equation}
In the metals the potential decays at the rate $\sqrt{k^2+\lambda^{-2}}$. With $Y=\epsilon_e\sqrt{k^2+\lambda^{-2}}$, continuity of $D_z$ at $z=d/2$ requires
\begin{equation}
4\pi P-\epsilon_bqa\cosh\frac{qd}{2}=Ya\sinh\frac{qd}{2}.
\end{equation}
The average film field is $\bar E=-2a\sinh(qd/2)/d$. Hence the depolarising coefficient $N=-\bar E/P$ is
\begin{equation}
N(k)=\frac{8\pi/d}{Y+\epsilon_bq\coth(qd/2)} .
\end{equation}
For small $k$, $q\coth(qd/2)\simeq2/d+q^2d/6$ and $Y\simeq(2/\ell)(1+k^2\lambda^2/2)$. Multiplying numerator and denominator by $\ell d/2$ gives
\begin{equation}
N\simeq\frac{4\pi\ell}{d+\epsilon_b\ell
+k^2\left(\epsilon_td^2\ell/12+d\lambda^2/2\right)} . \label{nk}
\end{equation}
At $k=0$ this is the coefficient in \eqref{field}, as it must be.

The instability temperature satisfies $A(T_k-T_0)+gk^2+N=0$. Expanding \eqref{nk} once more,
\begin{equation}
T_k-T_c\simeq k^2\left[
\frac{C\ell d(\epsilon_td\ell/12+\lambda^2/2)}
{(d+\epsilon_b\ell)^2}-T_0\xi_0^2\right]. \label{stripe}
\end{equation}
The first term is the relief of depolarisation and the second is the gradient cost. A negative bracket is necessary for the uniform state to come first. For a thick film, with the small $\lambda^2$ term dropped, this becomes
\begin{equation}
\ell^2<\frac{12T_0\xi_0^2}{C\epsilon_t}. \label{criterion}
\end{equation}
The thickness has cancelled: when the $\lambda^2$ term is negligible, thickening a film does not by itself remove the preference for stripes. That term falls as $1/d$, and for $\epsilon_e^2>4\epsilon_t\epsilon_b/3$ it makes the first term of \eqref{stripe} decrease with $d$ at large $d$, so with such electrodes a thin film can form stripes where a thicker one does not. Good screening and a small transverse permittivity favour the uniform state.

Larger $k$ must also be considered. Since $N\geq0$, $T_k\leq T_0-T_0\xi_0^2k^2$, so modulation can compete only for $k^2<(T_0-T_c)/(T_0\xi_0^2)$. This leaves a finite range to examine.

\section{Worked example}

The example has parameters in the regime of lead germanate, Pb$_5$Ge$_3$O$_{11}$, a uniaxial ferroelectric. The material inputs are rough: $T_0=450$ K, $C=12000$ K, $\epsilon_b=20$, $\epsilon_t=25$ and a bulk polarisation of $5\ \mu{\rm C/cm^2}$ at 300 K. The last number fixes $B$. Model choices are $d=20$ nm, $\xi_0=0.6$ nm, $\lambda=0.05$ nm and $\epsilon_e=5$. Then
\begin{align}
\ell&=2(0.05)/5=0.02\ {\rm nm},\\
T_0-T_c&=\frac{12000(0.02)}{20+20(0.02)}=11.8\ {\rm K},
\end{align}
so $T_c=438$ K, or $165\,^\circ$C. The pure $1/d$ law gives 12.0 K, which is 2\% above the full lowering.

As an independent test, the potential and an arbitrary profile $P(z)$ were discretised through both electrodes and the film, and the lowest energy eigenvalue was found. With the other inputs fixed, the lowerings are:
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & numerical (K) & Eq.~\eqref{main} (K) & $C\ell/d$ (K)\\
5 & 44.44 & 44.44 & 48.0\\
20 & 11.76 & 11.76 & 12.0\\
100 & 2.39 & 2.39 & 2.40
\end{tabular}
\end{center}
Between 50 and 100 nm the numerical lowering follows a power of $d$ with exponent $-0.994$. Between 0.5 and 1 nm, a purely formal range, the exponent is $-0.64$, because $\epsilon_b\ell=0.4$ nm is no longer small beside $d$. Unequal electrodes with $\lambda=0.04$ and 0.09 nm and $\epsilon=3$ and 8 give 14.4 K at $d=20$ nm, both numerically and from \eqref{main}.

At 300 K, \eqref{growth} gives
\begin{equation}
P=5\sqrt{\frac{438.2-300}{450-300}}=4.8\ \mu{\rm C/cm^2}.
\end{equation}
The depolarising field is 0.053 MV/cm, about a twentieth of a rough breakdown field of 1 MV/cm. Half the film voltage is lost in each electrode: $(0.053\ {\rm MV/cm})(20\ {\rm nm})/2=0.053$ V. Linear screening requires this drop to be small beside the energy over which the metal's density of states changes. The chosen $\lambda$ and $\epsilon_e$ imply a density of states $\epsilon_e/(4\pi\lambda^2)$, or about 110 per eV per nm$^3$. A free-electron metal with a Fermi energy of 5 eV has only about 15. The example therefore describes a metal with a high density of states, and at 300 K linearity has to be checked for its actual bands. At $T_c$ the drop vanishes with $P$.

For stripes, the two terms in the bracket of \eqref{stripe} are 9.6 and 162 K nm$^2$. Uniform onset would survive a reduction of $\xi_0$ from 0.6 to 0.15 nm. Modulation can compete only below $k=\sqrt{11.8/162}=0.27\ {\rm nm}^{-1}$. A numerical scan at 41 equally spaced values from 0 to 1 nm$^{-1}$ found the highest instability temperature at $k=0$.

If $\lambda$ is increased at fixed $d$ and $\epsilon_e$, the bracket changes sign at $\ell=0.087$ nm; the thick-film estimate \eqref{criterion} gives 0.080 nm. In the same scan, the first instability was uniform with $\ell$ 10\% below 0.087 nm, and modulated with $k\simeq0.17\ {\rm nm}^{-1}$ at 10\% above it (the nearest scanned value is 0.175). In that second regime \eqref{main} is no longer the transition temperature. The numerical output lists the remaining values.

\section{Relaxing the assumptions}

\subsection{Surfaces and unequal work functions}

Let each surface cost $gP^2/(2\delta)$ per area, where $\delta$ is the extrapolation length. With uniform $P$, two surfaces add $2g/(\delta d)$ to the linear coefficient. A uniform trial profile cannot underestimate the lowest stiffness, so the extra lowering is at most
\begin{equation}
\frac{2T_0\xi_0^2}{\delta d}=\frac{2(162)}{5(20)}=3.2\ {\rm K}
\end{equation}
for a chosen $\delta=5$ nm. Letting the profile bend near the surfaces gives 2.95 K. The bound also varies as $1/d$, so an inverse-thickness trend does not by itself identify electrode screening as the cause.

A work-function difference acts as a voltage $V$ in \eqref{short}. The field becomes $E=(V-4\pi\ell P)/(d+\epsilon_b\ell)$, and at $T_c$
\begin{equation}
BP^3=\frac{V}{d+\epsilon_b\ell}.
\end{equation}
For $V=10$ mV, $P=0.95\ \mu{\rm C/cm^2}$ at $T_c$. An unbiased film reaches this polarisation at $BP^2/A=150(0.954/5)^2=5.5$ K below $T_c$, which measures the rounding. This width grows as $V^{2/3}$, so 0.1 V would give about 25 K, more than the shift itself. With such a bias there is no sharp transition.

\subsection{Misfit strain and film carriers}

Let $u$ be the equal in-plane misfit strain, $M$ the biaxial modulus and $Q_{12}$ the electrostriction coefficient. The elastic strain is $u-Q_{12}P^2$ in each of two directions, and the energy density is $M(u-Q_{12}P^2)^2$. Its term in $P^2$ is $-2MuQ_{12}P^2$. Comparison with $A(T-T_0)P^2/2$ gives
\begin{equation}
\Delta T_0=\frac{4Q_{12}uM}{A}.
\end{equation}
In SI units $A=1/(\varepsilon_0C)$. The model values $Q_{12}=-0.02\ {\rm m^4/C^2}$, $M=100$ GPa and $u=-0.1\%$ raise $T_0$ by 0.85 K. If misfit relaxes as the film thickens, $T_0$ itself depends on $d$, and this must be separated from \eqref{main}.

Non-degenerate mobile carriers of total density $n$ add a charge density $-n\phi/k_BT$ in the film. Gauss's law then has $\epsilon_tk^2$ replaced by $4\pi n/k_BT$. The corresponding term of \eqref{stripe} gives a rise
\begin{equation}
\Delta T_c=\frac{C\ell^2d^2}{12(d+\epsilon_b\ell)^2}\frac{4\pi n}{k_BT_c},
\end{equation}
which is 0.02 K for $n=10^{17}\ {\rm cm^{-3}}$. Direct tunnelling through a 1 eV barrier has an exponent $2d\sqrt{2\Phi}=205$, with $\Phi$ the barrier height and the free-electron mass, and is negligible. Leakage through defects is not covered by this estimate.

\subsection{Fluctuations beyond mean field}

Write $\alpha=A(T-T_c)$. Gaussian fluctuations add $3B\langle P^2\rangle$ to the linear coefficient. In bulk, a mode of wavevector $\mathbf q$ has stiffness $\alpha+gq^2+4\pi q_z^2/(\epsilon_tq^2)$ near the soft plane $q_z=0$. Differentiating $\langle P^2\rangle$ with respect to $\alpha$ and integrating over $q_z$ reduces the slope of the inverse susceptibility by the fraction
\begin{equation}
\frac{3Bk_BT}{8\pi}\sqrt{\frac{\epsilon_t}{4\pi}}
\int\frac{q^2dq}{(\alpha+gq^2)^{3/2}} .
\end{equation}
For small $\alpha$ the integral grows as $g^{-3/2}\ln(1/\alpha)/2$. The change is 5\% for each factor $e$ in $T-T_c$. At first order the slope in a bulk sample would thus fall by about 20\% between 50 K and 1 K above the transition. The same fluctuations reduce $B$ three times as fast, so first order is not enough over this range. Summing the logarithms makes the slope proportional to $(1+3f)^{-1/3}$, with $f$ the fraction above, and the fall is then 10 to 12\%. The mean-field exponents survive up to logarithms, but the coefficients, $B$ above all, drift appreciably.

A thin film is more sensitive. A profile that varies across the film has $q_z\simeq\pi/d$ or more. At $q^2\simeq\alpha/g$ its dipolar energy exceeds $\alpha$ when
\begin{equation}
T-T_c<\frac{\pi}{d}\sqrt{\frac{CT_0\xi_0^2}{\epsilon_t}},
\end{equation}
which is about 40 K for the 20 nm film. This is only the scale at which the film begins to differ from bulk. Well inside this range, within about 10 K of $T_c$ here, the modes uniform across the film dominate. With the small depolarisation term in $k^2$ omitted, they give
\begin{equation}
\langle P^2\rangle=\frac{k_BT}{d}\int\frac{d^2k}{(2\pi)^2}\frac{1}{\alpha+gk^2}.
\end{equation}
Differentiating with respect to $\alpha$ shows that the slope is reduced by the fraction
\begin{equation}
\frac{3Bk_BT}{4\pi dg\alpha}\simeq\frac{3\ {\rm K}}{T-T_c}.
\end{equation}
This is about 30\% at 10 K above $T_c$, where the remaining modes add roughly half as much again, and it reaches order one within a few kelvin. The term $3B\langle P^2\rangle$ also moves the transition itself. Its uniform-mode part is the same 3 K times a logarithm and carries the factor $1/d$, so it lowers the film's $T_c$ relative to bulk. A rough estimate, which depends on the short-wavelength cutoff, gives about 10 K at 20 nm and 2 to 3 K at 100 nm, comparable to the screening shift. The lowering of 11.8 K should therefore be read as a mean-field value.

\section{Comparison with a real capacitor}

The predicted lowering falls from 11.8 K at 20 nm to 2.4 K at 100 nm. An important uncertainty is $\ell$, which depends on the atomic structure of the interface. An interface layer 0.4 nm thick with permittivity 20 would add 0.02 nm and double $\ell$. At fixed ferroelectric thickness the lowering would become $12000(0.04)/20.8=23$ K. A real capacitor may also have inequivalent interfaces, and the bias estimate shows that this can hide the shift altogether. The 11.8 K is thus a model result for the stated interfaces. Using \eqref{main} to choose a thickness requires a nearly symmetric capacitor, a known $\ell$ and a film that satisfies the stripe condition. The shifts from surfaces, strain and fluctuations must also be small or known separately: in the example the surface term, about 3 K, is already a quarter of the screening shift, and the fluctuation shift is of the same order as the screening shift and also varies roughly as $1/d$.

\section*{Numbers as computed}
\begin{verbatim}
Input T0 = 450 K; Curie constant C = 12000 K
Input eps_b = 20, eps_t = 25, eps_e = 5 (no unit)
Input thickness d = 20.0 nm; lambda = 0.050 nm
Input correlation amplitude xi0 = 0.60 nm
Input bulk P at 300 K = 5.00 uC/cm2
Total effective screening length ell = 0.0200 nm
Background length eps_b*ell = 0.400 nm
d (nm), lowering (K): numerical, full formula, pure 1/d law
      5    44.443    44.444    48.000
     10    23.076    23.077    24.000
     20    11.764    11.765    12.000
     50     4.762     4.762     4.800
    100     2.390     2.390     2.400
Thickness exponent, 50 to 100 nm = -0.9943
Thickness exponent, 0.5 to 1 nm (formal) = -0.637
Unequal-electrode test: lowering numerical 14.396 K, formula 14.396 K
Film Tc = 438.24 K = 165.09 deg C
Film P at 300 K = 4.800 uC/cm2
Depolarising field at 300 K = 0.0531 MV/cm
Potential drop per electrode at 300 K = 0.0531 V
Depolarisation curvature: numerical 9.622, formula 9.626 K nm2
Gradient curvature T0*xi0^2 = 162.00 K nm2
Smallest xi0 for uniform onset = 0.146 nm
Largest ell for uniform onset = 0.0872 nm
Stripe k with ell 10% above that limit = 0.175 1/nm
Surface effect, delta = 5 nm: lowers Tc by 2.96 K (bound 3.24 K)
Bias 10 mV: P at Tc = 0.954 uC/cm2
Bias rounding width = 5.46 K
Carriers 1e+17 cm^-3: raise Tc by 0.0184 K
Misfit inputs: Q12 = -0.02 m4/C2, modulus = 100 GPa
Misfit -0.1 %: T0 changes by +0.85 K
Fluctuation slope change per e-fold of T-Tc = 5.1 %
Tunnelling exponent for a 1 eV barrier = 205 (no unit)
\end{verbatim}
